# Charge ripple of a Gaussian atom on a real-space grid, part 2

An atom that moves rigidly through a simulation cell has a fixed charge, but the charge summed over grid points depends on where the atom sits. The atom, at $(X,Y,Z)$, carries $N$ elementary charges with a Gaussian density, $N$ times the normalised profile

$$g(\mathbf r)=\frac{1}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2},$$

also written $g(r)$. Here $\sigma$ is the standard deviation of the density along one axis. The grid is cubic with spacing $h$, has points at whole multiples of $h$ along each axis, and gives each point the volume $h^3$. The summed charge $N_h$ obeys

$$\frac{N_h}{N}=S(X)\,S(Y)\,S(Z),$$

$$S(X)=h\sum_n g_1(nh-X)=1+2q\cos\frac{2\pi X}{h}+O(q^4),\qquad q=e^{-2\pi^2\sigma^2/h^2}.$$

The one-dimensional Gaussian is

$$g_1(u)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-u^2/2\sigma^2},$$

and it satisfies $u\,g_1(u)=-\sigma^2g_1'(u)$.

Amplitude means half the peak-to-peak swing, and a relative charge amplitude is relative to the true charge $N$. For motion along a grid axis it is $2q$ to leading order. Along the body diagonal through a grid point, $X=Y=Z$, it is $6q+8q^3$ with the first harmonic kept in each factor. A direct amplitude comes from summing the density over the grid points; the largest remainder is the largest distance of the summed curve $S$ from its first harmonic.

The example is the germanium core in the published GTH-PADE pseudopotential, with $N=4$ and a tabulated local radius of 0.5400 bohr. Apart from the Coulomb constant and the negative sign for electrons, the long-range part of its potential is $N\operatorname{erf}(r/\sqrt2\sigma)/r$, with $\sigma$ equal to that radius. The first question is why this is the potential of a Gaussian charge.

Q: Why is that the potential of a Gaussian charge?

A: For a unit charge, and apart from the Coulomb constant, the charge inside radius $r$ acts as if it were at the centre, and each outer shell contributes its charge over its own radius:

$$v(r)=\frac1r\int_0^r4\pi t^2g(t)\,dt+\int_r^\infty4\pi t\,g(t)\,dt .$$

With $B=4\pi/(2\pi\sigma^2)^{3/2}$, the second integral is $B\sigma^2e^{-r^2/2\sigma^2}$. Integration by parts turns the first term into

$$\frac{B}{r}\left[-\sigma^2r\,e^{-r^2/2\sigma^2}+\sigma^2\int_0^re^{-t^2/2\sigma^2}dt\right].$$

Its first part cancels the second integral. The remaining integral is $\sigma\sqrt{\pi/2}\,\operatorname{erf}(r/\sqrt2\sigma)$, and the prefactor is $B\sigma^3\sqrt{\pi/2}=1$. So $v(r)=\operatorname{erf}(r/\sqrt2\sigma)/r$.

Q: Now the numbers.

A: The width is $\sigma=0.02858$ nm. Let the grid be coarse, $h=0.04$ nm, so $\sigma/h=0.7144$. Then

$$\frac{2\pi^2\sigma^2}{h^2}=19.739\times0.7144^2=10.07,\qquad q=4.216\times10^{-5},\qquad 2q=8.433\times10^{-5}.$$

The four charges of the core give a charge amplitude of $4\times8.433\times10^{-5}=3.373\times10^{-4}\,e$. The direct sum along a line gives the same relative amplitude. Summing to $12\sigma$ instead of $8\sigma$, each rounded up to whole spacings with one spacing added, does not change it. The nearest point left out of the shorter sum is at least $9.8\sigma$ from the atom, where the Gaussian has fallen to about $e^{-48}$ of its peak.

In three dimensions, with $Y=Z=0$, the direct sum gives $8.434\times10^{-5}$. This exceeds $2q$ by the fraction $1.69\times10^{-4}$, which is $4q$, as the factor $(1+2q)^2$ requires. Along the diagonal it gives $2.530\times10^{-4}$, which is three times $2q$.

With the same core, $2q$ is $3.34\times10^{-8}$ at $h=0.03$ nm and $3.17\times10^{-3}$ at $h=0.05$ nm. Less than a factor of two in spacing spans five powers of ten.

Q: A charge error below one part in ten thousand sounds harmless.

A: Its effect depends on the potential that multiplies it. Let the core sit in an external potential $\varphi(x)=\varphi_0+Fx$, with potentials in volts, so that $N\varphi$ is in electronvolts. Take $S(Y)=S(Z)=1$, which is correct to leading order. A grid point at $x_n=nh$ can be written as $X+(x_n-X)$, so the summed energy is

$$E_h=N\,h\sum_n g_1(x_n-X)\,(\varphi_0+Fx_n)=N\left[(\varphi_0+FX)\,S(X)+F\,D(X)\right],$$

$$D(X)=h\sum_n(x_n-X)\,g_1(x_n-X).$$

The true energy is $N(\varphi_0+FX)$, because the Gaussian is symmetric about $X$. The error is therefore

$$\Delta E=N\left[(\varphi_0+FX)(S-1)+F\,D\right].$$

Q: What is $D$? The atom has no dipole.

A: The sampled atom has one. Use $u\,g_1=-\sigma^2g_1'$ in the sum:

$$D=-\sigma^2\,h\sum_n g_1'(x_n-X).$$

Differentiating $S$ with respect to $X$ brings a minus sign from the argument, so $dS/dX=-h\sum_ng_1'(x_n-X)$. Hence

$$D=\sigma^2\frac{dS}{dX}\approx-\frac{4\pi\sigma^2q}{h}\sin\frac{2\pi X}{h}.$$

Just to the right of a grid point $D$ is negative, so the centre of the sampled charge lags towards that point. For the germanium core the amplitude is $1.08\times10^{-5}$ nm per unit charge.

Q: Put in a potential.

A: Take the round values $\varphi_0=10$ V and $F=10$ V/nm. This field is about a thousand times the breakdown field of germanium (roughly 0.01 V/nm), so it is not an applied field. It stands for the atomic-scale field of the surroundings: a bare neighbouring core at the bond length of 0.245 nm gives about 24 V and 96 V/nm before screening, and such a potential is only roughly linear across the core. The constant part gives an energy amplitude of

$$N\varphi_0\,2q=4\times10\times8.433\times10^{-5}\ \text{eV}=3.37\ \text{meV}.$$

The dipole gives $4\times10\times1.082\times10^{-5}\ \text{eV}=0.43$ meV. It follows a sine and the charge term a cosine, so together they make $\sqrt{3.37^2+0.43^2}=3.40$ meV, which is about 1 per cent more than the charge term alone. These amplitudes leave out the term $FX$, which is at most 0.4 V within one grid period and so changes the charge term by up to 4 per cent.

The spurious force in the constant potential is

$$-\frac{d\Delta E}{dX}=\frac{4\pi q}{h}N\varphi_0\sin\frac{2\pi X}{h},$$

with an amplitude of 0.530 eV/nm. A constant potential should exert no force. The force looks large beside the energy because the error varies over the short length $h/2\pi$.

Q: I can add any constant to a potential. Your 3.37 meV is then arbitrary.

A: It depends on the reference of the potential, and that is a symptom of the fault. For a conserved charge, a constant shifts the energy by a fixed amount. Here the summed charge is not conserved, so the constant leaves an oscillation. It cancels if the summed charge of the whole system, electrons included, does not change as the atom moves. The 10 V serves as a scale for this one term.

Q: Then rescale the density so that its sum is right.

A: Dividing by $S$ removes the charge error and leaves $\Delta E=N\,F\,D/S$. The dipole remains, because $S$ differs from 1 by only $2q$ and cannot cancel it. In this example the error drops from 3.4 to 0.43 meV. It would not drop in that proportion where $\varphi_0$ is small or $F$ is large.

Q: Does a millielectronvolt matter in growth?

A: Consider an atom hopping along a grid axis at 700 K, where $k_BT=60.3$ meV. In the worst case the starting site lies at a minimum of the ripple and the saddle point at a maximum. With the 10 V chosen above, and if nothing else in the system cancels this term, the barrier is then wrong by the full swing, $2\times3.373=6.75$ meV. With the prefactor of the rate held fixed, the rate is wrong by the factor

$$e^{6.75/60.3}=1.12 .$$

If the two positions differ along all three axes in the worst way, the swing is three times larger and the factor is $1.12^3\approx1.4$.

Q: What spacing would make the ripple negligible?

A: Set $2q=\varepsilon$, take the logarithm and solve for $h$:

$$\frac{2\pi^2\sigma^2}{h^2}=\ln\frac{2}{\varepsilon},\qquad h=\sigma\sqrt{\frac{2\pi^2}{\ln(2/\varepsilon)}} .$$

For $\varepsilon=10^{-6}$ and the germanium core,

$$h=0.02858\ \text{nm}\times\sqrt{19.739/14.509}=0.0333\ \text{nm}.$$

Compared with 0.04 nm, this needs $(0.04/0.0333)^3\approx1.7$ times as many points in the same volume, and the ripple falls by a factor of 84. The rule holds for the charge of a complete Gaussian moving along a grid axis. It does not cover narrower summed functions: the grid-summed self-energy treated below still oscillates with an amplitude of about 24 meV at 0.0333 nm.

Q: "Complete" is a strong word. Programs may cut the charge off at some radius.

A: Then the law can fail. With the charge set to zero beyond $4\sigma$ and $h=0.04$ nm, the direct three-dimensional sum along the line $Y=Z=0$ gives an amplitude of about $3.0\times10^{-4}$, which is 3.5 times that of the complete Gaussian. With the cut at $6\sigma$ it is $8.434\times10^{-5}$, the same as before to the digits given.

The cause is the edge. As the atom moves, grid points enter and leave the sphere, and each one changes the relative charge by

$$\frac{h^3}{(2\pi\sigma^2)^{3/2}}\,e^{-r_c^2/2\sigma^2},$$

where $r_c$ is the cutoff radius. The prefactor is 0.174 here. At $r_c=4\sigma$ one crossing counts for $0.174\,e^{-8}=5.8\times10^{-5}$, which is comparable with $2q$, and several points can cross. How many cross together depends on $Y$ and $Z$, so the factor 3.5 belongs to this line, and other lines can give smaller or larger ones. At $6\sigma$ one crossing counts for $0.174\,e^{-18}=2.7\times10^{-9}$, which is negligible.

Q: You placed the core in an external potential. It also sits in its own, which is much stronger.

A: That term is the largest one found here. With $C=e^2/4\pi\varepsilon_0=1.440$ eV nm, the self-energy of the Gaussian is half the integral of density times potential:

$$E_{\rm self}=\frac{N^2C}{2}\int_0^\infty4\pi r^2g(r)\,\frac{\operatorname{erf}(r/\sqrt2\sigma)}{r}\,dr=\frac{N^2C}{2}\,B\int_0^\infty r\,e^{-r^2/2\sigma^2}\operatorname{erf}\!\left(\frac{r}{\sqrt2\sigma}\right)dr .$$

Integrate by parts, using $r\,e^{-r^2/2\sigma^2}=-\sigma^2\,\frac{d}{dr}e^{-r^2/2\sigma^2}$. The boundary terms vanish, and the derivative of the error function is $\sqrt{2/\pi}\,e^{-r^2/2\sigma^2}/\sigma$. The integral becomes

$$\sigma\sqrt{\frac2\pi}\int_0^\infty e^{-r^2/\sigma^2}dr=\sigma\sqrt{\frac2\pi}\,\frac{\sqrt\pi\,\sigma}{2}=\frac{\sigma^2}{\sqrt2}.$$

Since $B\sigma^2/\sqrt2=1/(\sqrt\pi\,\sigma)$,

$$E_{\rm self}=\frac{N^2C}{2\sqrt\pi\,\sigma}=227.4\ \text{eV}.$$

If this energy is instead computed by summing density times analytic potential on the 0.04 nm grid, it oscillates with an amplitude of 343 meV along the line $Y=Z=0$ (335 meV along $Y=Z=h/2$). That is $1.5\times10^{-3}$ of the self-energy, a relative ripple 18 times larger than $2q$.

Q: Why 18 times larger, on the same grid with the same atom?

A: The summed function is now the product of density and potential, and it is narrower than the density. To see this, substitute $t=rs$ in the definition of the error function:

$$\frac{\operatorname{erf}(r/\sqrt2\sigma)}{r}=\frac{2}{\sqrt\pi}\int_0^{1/\sqrt2\sigma}e^{-r^2s^2}\,ds .$$

Multiplying by $e^{-r^2/2\sigma^2}$ gives a superposition, with positive weights, of Gaussians whose variances $\sigma_s^2$ obey $1/\sigma_s^2=1/\sigma^2+2s^2$. They range from $\sigma^2$ at $s=0$ down to $\sigma^2/2$ at the upper limit. To leading order each component has the relative ripple $2e^{-2\pi^2\sigma_s^2/h^2}$, so the whole has a weighted average of these. It must lie between $8.4\times10^{-5}$ and $2e^{-5.04}=1.3\times10^{-2}$, and $1.5\times10^{-3}$ does.

Q: How does all this compare with a real growth calculation?

A: Germanium is often deposited from the vapour at roughly 600 to 900 K, a range that includes the 700 K used here. For this core 0.04 nm is a coarse spacing, corresponding to a grid cutoff $(\pi/h)^2$ of only about 17 Ry (31 Ry at 0.03 nm): at 0.03 nm the charge ripple is already about 2500 times smaller. At 0.03 nm and the same 10 V, the charge term is $4\times10\times3.34\times10^{-8}$ eV, about 0.001 meV, while the grid-summed self-energy still has an amplitude of 3.5 meV. Hopping barriers on semiconductor surfaces are roughly some tenths of an electronvolt to one electronvolt. Beside them the 6.75 meV swing at 0.04 nm is small, but the self-energy swing of $2\times343=686$ meV is not. That larger number applies if the self-energy is summed on the grid as described; it is absent if the analytic value is used. A program that solves for the potential from the sampled charge has a ripple of a different size; with a Fourier Poisson solver in a periodic box the amplitude for this core at 0.04 nm is about 0.50 eV. A program that builds the core charge from its Fourier coefficients, keeping only waves that the grid can resolve, has no charge ripple: over a periodic cell each of these waves, except the constant one, sums to zero on the grid wherever the atom sits. A real calculation also departs from the model when it cuts the charge off, which at $4\sigma$ and $h=0.04$ nm multiplies the charge ripple by 3.5 on the line examined above. The valence electrons and their response are left out here, so none of these energies is the error of a complete total energy. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
Tests with h = 1: sigma/h, direct amplitude, 2q, largest remainder
  0.30  3.384493e-01  3.384491e-01  1.64e-03
  0.40  8.499811e-02  8.499811e-02  6.52e-06
  0.50  1.438377e-02  1.438377e-02  5.35e-09
  0.70  1.260206e-04  1.260206e-04  3.45e-16
Ge core charge: 4 e
Ge core sigma: 0.5400 bohr = 0.02858 nm
Ge core: h (nm), direct amplitude, 2q
  0.03  3.3354e-08  3.3354e-08
  0.04  8.4328e-05  8.4328e-05
  0.05  3.1695e-03  3.1695e-03
Main example, h: 0.04 nm
sigma/h: 0.7144
exponent 2 pi^2 sigma^2/h^2: 10.0739
q: 4.2164e-05
relative amplitude 2q: 8.4328e-05
relative shift, sum to 8 sigma instead of 12 sigma: 0.0e+00
charge amplitude: 3.3731e-04 e
3D amplitude along an axis: 8.4342e-05
3D axis amplitude over 2q, minus 1: 1.69e-04
3D amplitude along the diagonal: 2.5298e-04
diagonal amplitude over 2q: 3.00000
dipole amplitude per unit charge: 1.082e-05 nm
chosen potential: 10 V; chosen field: 10 V/nm
energy amplitude, constant potential: 3.373 meV
energy amplitude, dipole in field: 0.433 meV
force amplitude, constant potential: 0.5298 eV/nm
temperature: 700 K; kT: 60.32 meV
worst-case hop-rate factor from full swing: 1.118
wanted relative amplitude: 1e-06
largest spacing for it: 0.03333 nm
amplitude with charge cut at 4 sigma: 2.971e-04
amplitude with charge cut at 6 sigma: 8.4341e-05
core self-energy, analytic: 227.44 eV
core self-energy ripple amplitude on grid: 342.9 meV
core self-energy relative ripple: 1.507e-03
```
